# Degrees of Rate Control: The Sum Rule and the Coverage Rule: a program that tests the result

```python
# Degrees of rate control X_s = d ln(rate) / d(-G_s/kT) at steady state.
# Results under test, for fixed gas pressures:
#   sum of X over all transition states = 1
#   X_n = -theta_n * sigma, sigma = sum over transition states of m_i X_i
# theta_n: coverage of a one-site adsorbate; m_i: sites held by transition
# state i; G_s: standard free energy in eV. Coverages are found from the
# kinetic equations and X by numerical differentiation of ln(rate).
import numpy as np
from scipy.constants import k as boltzmann, h as planck, e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

T = 500.0
kT = boltzmann * T / charge
prefactor = boltzmann * T / planck


class Mechanism:
    """Each step is (transition state name, left side, right side)."""

    def __init__(self, sites, steps, product_step):
        self.ads = list(sites)
        self.q = np.array([sites[a] for a in self.ads], dtype=float)
        self.steps = steps
        self.ts = [s[0] for s in steps]
        self.out = self.ts.index(product_step)
        size = dict(sites)
        size['*'] = 1
        self.m = []
        for name, left, right in steps:
            nl = sum(n * size.get(s, 0) for s, n in left.items())
            nr = sum(n * size.get(s, 0) for s, n in right.items())
            assert nl == nr, 'sites must be conserved in each step'
            self.m.append(nl)
        self.m = np.array(self.m, dtype=float)
        self.nu = np.array([[right.get(a, 0) - left.get(a, 0)
                             for _, left, right in steps]
                            for a in self.ads], dtype=float)

    def net_rates(self, theta, G, P, w=0.0):
        activity = dict(P)
        activity.update(zip(self.ads, theta))
        activity['*'] = 1.0 - np.dot(self.q, theta)
        energy = dict(G)
        energy['*'] = 0.0
        if w != 0.0:
            energy['A*'] = G['A*'] + w * activity['A*']
        result = []
        for name, left, right in self.steps:
            one_way = []
            for side in (left, right):
                barrier = G[name] - sum(n * energy[s]
                                        for s, n in side.items())
                rate = prefactor * np.exp(-barrier / kT)
                for s, n in side.items():
                    rate = rate * activity[s] ** n
                one_way.append(rate)
            result.append(one_way[0] - one_way[1])
        return np.array(result)

    def jacobian(self, theta, G, P, w=0.0):
        columns = []
        for j in range(len(theta)):
            z = np.array(theta, dtype=complex)
            z[j] += 1e-30j
            columns.append(self.nu @ self.net_rates(z, G, P, w).imag / 1e-30)
        return np.array(columns).T

    def steady(self, G, P, w=0.0, guess=None):
        if guess is None:
            start = np.zeros(len(self.ads))
            sol = solve_ivp(
                lambda t, x: self.nu @ self.net_rates(x, G, P, w),
                (0.0, 10.0), start, method='BDF', rtol=1e-7, atol=1e-11,
                jac=lambda t, x: self.jacobian(x, G, P, w))
            assert sol.success
            guess = sol.y[:, -1]
        x = np.array(guess, dtype=float)
        for _ in range(40):
            dx = np.linalg.solve(self.jacobian(x, G, P, w),
                                 -self.nu @ self.net_rates(x, G, P, w))
            x = x + dx
            if np.max(np.abs(dx)) < 1e-11:
                break
        else:
            raise AssertionError('steady state not converged')
        assert np.all(x > 0) and np.dot(self.q, x) < 1
        return x

    def rate(self, G, P, w=0.0, guess=None):
        x = self.steady(G, P, w, guess)
        return self.net_rates(x, G, P, w)[self.out]


def slope(f, step=0.01):
    """Fourth-order central difference of f at zero."""
    return (8 * (f(step) - f(-step)) - (f(2 * step) - f(-2 * step))) \
        / (12 * step)


def shifted(G, name, x):
    """Free energies with -G/kT of one state raised by x."""
    new = dict(G)
    new[name] = G[name] - kT * x
    return new


def control(mech, G, P, names, theta, w=0.0):
    return np.array([slope(lambda x: np.log(mech.rate(
        shifted(G, s, x), P, w, theta))) for s in names])


# ---------- main model: A2 + 2 B -> 2 AB, with spectator C ----------
steps = [('TS1', {'A2': 1, '*': 2}, {'A*': 2}),
         ('TS2', {'B': 1, '*': 1}, {'B*': 1}),
         ('TS3', {'A*': 1, 'B*': 1}, {'AB*': 1, '*': 1}),
         ('TS4', {'AB*': 1}, {'AB': 1, '*': 1}),
         ('TS5', {'C': 1, '*': 1}, {'C*': 1})]
G = {'A2': 0.0, 'B': 0.0, 'AB': -1.00, 'C': 0.0,
     'A*': -0.05, 'B*': -0.10, 'AB*': -1.05, 'C*': -0.05,
     'TS1': 0.75, 'TS2': 0.55, 'TS3': 0.70, 'TS4': -0.20, 'TS5': 0.55}
P = {'A2': 1.0, 'B': 0.5, 'AB': 0.1, 'C': 0.3}
main = Mechanism({'A*': 1, 'B*': 1, 'AB*': 1, 'C*': 1}, steps, 'TS4')
theta = main.steady(G, P)
vacant = 1 - theta.sum()
rates = main.net_rates(theta, G, P)
r0 = rates[main.out]
assert r0 > 0
assert np.max(np.linalg.eigvals(main.jacobian(theta, G, P)).real) < 0
X_ts = control(main, G, P, main.ts, theta)
X_ads = control(main, G, P, main.ads, theta)
sigma = main.m @ X_ts
assert abs(X_ts.sum() - 1) < 1e-6
assert np.allclose(X_ads, -theta * sigma, atol=1e-6)
assert abs(X_ts[4]) < 1e-6          # the spectator step carries no flux

# Finite compensating change: all net rates must stay the same.
c = 1.05
iB = main.ads.index('B*')
ratio_K = (1 / c - 1 + theta[iB]) / theta[iB]
assert ratio_K > 0
G_comp = dict(G)
for name, m in zip(main.ts, main.m):
    G_comp[name] += kT * m * np.log(c)
G_comp['B*'] -= kT * np.log(ratio_K)
theta_comp = main.steady(G_comp, P)
rates_comp = main.net_rates(theta_comp, G_comp, P)
assert np.allclose(rates_comp, rates, rtol=1e-7, atol=1e-7 * r0)
for j in range(len(theta)):
    if j != iB:
        assert abs(theta_comp[j] / theta[j] - c) < 1e-7

# A small finite destabilization of B*, against the linear prediction.
dG = 0.01
G_weak = dict(G)
G_weak['B*'] += dG
ratio_actual = main.rate(G_weak, P, guess=theta) / r0
ratio_linear = np.exp(sigma * theta[iB] * dG / kT)
assert abs(np.log(ratio_actual / ratio_linear)) < 0.03

# ---------- linear cycle: every transition state holds one site ----------
linear = Mechanism({'A*': 1, 'P*': 1},
                   [('L1', {'A': 1, '*': 1}, {'A*': 1}),
                    ('L2', {'A*': 1}, {'P*': 1}),
                    ('L3', {'P*': 1}, {'P': 1, '*': 1})], 'L3')
G_lin = {'A': 0.0, 'P': -0.30, 'A*': -0.05, 'P*': -0.15,
         'L1': 0.75, 'L2': 0.75, 'L3': 0.65}
P_lin = {'A': 1.0, 'P': 0.1}
th_lin = linear.steady(G_lin, P_lin)
X_lin_ts = control(linear, G_lin, P_lin, linear.ts, th_lin)
X_lin = control(linear, G_lin, P_lin, linear.ads, th_lin)
assert abs(X_lin_ts.sum() - 1) < 1e-6
assert np.allclose(X_lin, -th_lin, atol=1e-6)

# ---------- AB* filling two sites ----------
steps2 = list(steps)
steps2[2] = ('TS3', {'A*': 1, 'B*': 1}, {'AB*': 1})
steps2[3] = ('TS4', {'AB*': 1}, {'AB': 1, '*': 2})
wide = Mechanism({'A*': 1, 'B*': 1, 'AB*': 2, 'C*': 1}, steps2, 'TS4')
th2 = wide.steady(G, P)
X2_ts = control(wide, G, P, wide.ts, th2)
X2 = control(wide, G, P, wide.ads, th2)
sigma2 = wide.m @ X2_ts
spread = 1 - wide.q @ th2 + wide.q ** 2 @ th2
assert abs(X2_ts.sum() - 1) < 1e-6
assert np.allclose(X2, -wide.q * th2 * sigma2 / spread, atol=1e-6)

# ---------- repulsion within A*: G_A = G_A0 + w theta_A ----------
w = 0.15
thw = main.steady(G, P, w)
Xw_ts = control(main, G, P, main.ts, thw, w)
Xw = control(main, G, P, main.ads, thw, w)
sigma_w = main.m @ Xw_ts
tA = thw[0]
pred_w = -thw * (sigma_w - w / kT * tA * Xw[0])
pred_w[0] = -sigma_w * tA / (1 + w / kT * tA * (1 - tA))
assert abs(Xw_ts.sum() - 1) < 1e-6
assert np.allclose(Xw, pred_w, atol=1e-6)
assert abs(Xw[0] + sigma_w * tA) > 0.01   # the simple rule now fails

# ---------- reactor in which A2 is depleted: p = feed - tau * rate ----------
tau = P['A2'] / r0
feed = P['A2'] + tau * r0


def reactor_log_rate(G_new):
    def imbalance(p):
        return p + tau * main.rate(G_new, dict(P, A2=p), guess=theta) - feed
    p = brentq(imbalance, 0.8 * P['A2'], 1.2 * P['A2'],
               xtol=1e-14, rtol=1e-14)
    return np.log(main.rate(G_new, dict(P, A2=p), guess=theta))


order = slope(lambda x: np.log(main.rate(
    G, dict(P, A2=P['A2'] * np.exp(x)), guess=theta)))
reactor_sum = sum(slope(lambda x: reactor_log_rate(shifted(G, s, x)))
                  for s in main.ts)
reactor_pred = 1 / (1 + order * tau * r0 / P['A2'])
assert abs(reactor_sum - reactor_pred) < 1e-6
assert abs(reactor_sum - 1) > 0.02

# ---------- output ----------
print(f'T = {T:.0f} K, kT = {kT:.6f} eV, kT/h = {prefactor:.4e} 1/s')
for s in P:
    print(f'gas {s}: G = {G[s]:.2f} eV, pressure = {P[s]:.2f} bar')
for i, s in enumerate(main.ts):
    print(f'{s}: G = {G[s]:.2f} eV, sites = {main.m[i]:.0f}, '
          f'net rate = {rates[i]:.3f} 1/s, X = {X_ts[i]:.5f}')
print(f'AB formation rate per site = {r0:.3f} 1/s')
print(f'sum of X over transition states = {X_ts.sum():.8f}')
print(f'mean sites sigma = {sigma:.6f}')
print(f'empty-site fraction = {vacant:.6f}')
for i, s in enumerate(main.ads):
    print(f'{s}: G = {G[s]:.2f} eV, coverage = {theta[i]:.6f}, '
          f'X = {X_ads[i]:.6f}, -sigma*coverage = {-sigma*theta[i]:.6f}')
print(f'compensating change: c = {c:.2f}, K_B ratio = {ratio_K:.6f}')
print(f'  rate after change = {rates_comp[main.out]:.3f} 1/s')
print(f'  B* coverage after change = {theta_comp[iB]:.6f}')
print(f'B* raised by {dG:.2f} eV: rate ratio = {ratio_actual:.5f}, '
      f'linear prediction = {ratio_linear:.5f}')
print(f'linear cycle: sum over TS = {X_lin_ts.sum():.8f}')
for i, s in enumerate(linear.ads):
    print(f'  {s}: coverage = {th_lin[i]:.6f}, X = {X_lin[i]:.6f}')
print(f'two-site AB*: sum over TS = {X2_ts.sum():.8f}, '
      f'sigma = {sigma2:.6f}')
print(f'  AB* per site = {th2[2]:.6f}, denominator = {spread:.6f}, '
      f'X = {X2[2]:.6f}')
print(f'A* repulsion w = {w:.2f} eV: sum over TS = {Xw_ts.sum():.8f}')
print(f'  sigma = {sigma_w:.6f}, A* coverage = {tA:.6f}')
print(f'  X of A* = {Xw[0]:.6f}, corrected formula = {pred_w[0]:.6f}, '
      f'simple rule = {-sigma_w*tA:.6f}')
print(f'  X of B* = {Xw[1]:.6f}, corrected formula = {pred_w[1]:.6f}, '
      f'simple rule = {-sigma_w*thw[1]:.6f}')
print(f'reactor: A2 feed = {feed:.2f} bar, tau = {tau:.4e} bar s')
print(f'  order in A2 at fixed pressure = {order:.6f}')
print(f'  sum over TS = {reactor_sum:.6f}, formula = {reactor_pred:.6f}')
print('no test failed')
```

Output:

```
T = 500 K, kT = 0.043087 eV, kT/h = 1.0418e+13 1/s
gas A2: G = 0.00 eV, pressure = 1.00 bar
gas B: G = 0.00 eV, pressure = 0.50 bar
gas AB: G = -1.00 eV, pressure = 0.10 bar
gas C: G = 0.00 eV, pressure = 0.30 bar
TS1: G = 0.75 eV, sites = 2, net rate = 1389.459 1/s, X = 0.16567
TS2: G = 0.55 eV, sites = 1, net rate = 2778.919 1/s, X = -0.00044
TS3: G = 0.70 eV, sites = 2, net rate = 2778.919 1/s, X = 0.65529
TS4: G = -0.20 eV, sites = 1, net rate = 2778.919 1/s, X = 0.17947
TS5: G = 0.55 eV, sites = 1, net rate = 0.000 1/s, X = 0.00000
AB formation rate per site = 2778.919 1/s
sum of X over transition states = 1.00000000
mean sites sigma = 1.820962
empty-site fraction = 0.094656
A*: G = -0.05 eV, coverage = 0.204874, X = -0.373067, -sigma*coverage = -0.373067
B*: G = -0.10 eV, coverage = 0.481078, X = -0.876024, -sigma*coverage = -0.876024
AB*: G = -1.05 eV, coverage = 0.128768, X = -0.234482, -sigma*coverage = -0.234482
C*: G = -0.05 eV, coverage = 0.090625, X = -0.165024, -sigma*coverage = -0.165024
compensating change: c = 1.05, K_B ratio = 0.901016
  rate after change = 2778.919 1/s
  B* coverage after change = 0.455132
B* raised by 0.01 eV: rate ratio = 1.20736, linear prediction = 1.22546
linear cycle: sum over TS = 1.00000000
  A*: coverage = 0.398265, X = -0.398265
  P*: coverage = 0.363325, X = -0.363325
two-site AB*: sum over TS = 1.00000000, sigma = 2.000378
  AB* per site = 0.089888, denominator = 1.179776, X = -0.304821
A* repulsion w = 0.15 eV: sum over TS = 1.00000000
  sigma = 1.787637, A* coverage = 0.136850
  X of A* = -0.173352, corrected formula = -0.173352, simple rule = -0.244639
  X of B* = -0.967585, corrected formula = -0.967585, simple rule = -0.924856
reactor: A2 feed = 2.00 bar, tau = 3.5985e-04 bar s
  order in A2 at fixed pressure = 0.306785
  sum over TS = 0.765237, formula = 0.765237
no test failed
```
